# When the k derivative of a tight-binding Hamiltonian is not the velocity

**Q:** I have a tight-binding Hamiltonian $H(\mathbf k)$ for graphene, and I want its optical absorption. The velocity operator is $\partial H/\partial\mathbf k$, so I differentiate my matrix and take its elements between the valence and conduction bands. The phases I put in the Bloch sums are a matter of taste, so they cannot matter.

**A:** The physics cannot depend on them, but the derivative of the matrix can. Which phases did you use?

**Q:** I attach $e^{i\mathbf k\cdot\mathbf R}$ to every orbital in the cell at lattice vector $\mathbf R$. It keeps $H(\mathbf k)$ periodic in reciprocal space.

**A:** Then your derivative is not the velocity. Start from the definition. In atomic units, with $\hbar=1$, the Heisenberg equation gives

$$\mathbf v=\frac{d\mathbf r}{dt}=i[H,\mathbf r].$$

Let $|\mathbf R,a\rangle$ be orthonormal orbitals centred at $\mathbf R+\boldsymbol\tau_a$, where $\boldsymbol\tau_a$ is the position inside the cell. Assume for now that $\mathbf r$ is diagonal in them, with these centres as its values. Write $t_{ab}(\mathbf R)=\langle\mathbf 0,a|H|\mathbf R,b\rangle$. In the product $H\mathbf r$ the position acts on the right-hand orbital, in $\mathbf rH$ on the left-hand one, so

$$\langle\mathbf 0,a|\mathbf v|\mathbf R,b\rangle=i\,t_{ab}(\mathbf R)\,(\mathbf R+\boldsymbol\tau_b-\boldsymbol\tau_a).$$

This is the hopping times the full displacement of the hop. It depends on a difference of positions, so $\mathbf v$ is translation invariant although $\mathbf r$ is not. The Bloch matrix of any such operator, with your phases, is the sum of $e^{i\mathbf k\cdot\mathbf R}$ times its real-space elements:

$$H_c(\mathbf k)_{ab}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}t_{ab}(\mathbf R),\qquad
\mathbf v_c(\mathbf k)_{ab}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\,i(\mathbf R+\boldsymbol\tau_b-\boldsymbol\tau_a)\,t_{ab}(\mathbf R).$$

What does differentiating $H_c$ bring down?

**Q:** It brings down $i\mathbf R$. The part $i(\boldsymbol\tau_b-\boldsymbol\tau_a)$ is missing.

**A:** That part does not depend on $\mathbf R$, so it multiplies the whole sum and leaves $i(\boldsymbol\tau_b-\boldsymbol\tau_a)H_{c,ab}$. With the diagonal matrix $\boldsymbol\tau=\mathrm{diag}(\boldsymbol\tau_a)$, this is the $ab$ element of $i(H_c\boldsymbol\tau-\boldsymbol\tau H_c)$. Therefore

$$\boxed{\;\mathbf v_c=\frac{\partial H_c}{\partial\mathbf k}+i[H_c,\boldsymbol\tau]\;}$$

Moving the origin adds the same constant to every $\boldsymbol\tau_a$, and a constant commutes with $H_c$. If all orbitals of the cell share one centre, the commutator vanishes for the same reason.

**Q:** And if I put the actual orbital position in the phase?

**A:** Then the phase of each term is $e^{i\mathbf k\cdot(\mathbf R+\boldsymbol\tau_b-\boldsymbol\tau_a)}$. The derivative brings down the full displacement, and $\mathbf v_{at}=\partial H_{at}/\partial\mathbf k$.

The two matrices are related by $H_{at}=U^\dagger H_cU$, with $U=\mathrm{diag}(e^{i\mathbf k\cdot\boldsymbol\tau_a})$. Since $U$ depends on $\mathbf k$, carrying the velocity back to your basis gives

$$\mathbf v_c=U\frac{\partial(U^\dagger H_cU)}{\partial\mathbf k}U^\dagger
=\frac{\partial H_c}{\partial\mathbf k}+U\frac{\partial U^\dagger}{\partial\mathbf k}H_c+H_c\frac{\partial U}{\partial\mathbf k}U^\dagger .$$

Here $U\,\partial U^\dagger/\partial\mathbf k=-i\boldsymbol\tau$ and $(\partial U/\partial\mathbf k)U^\dagger=i\boldsymbol\tau$, which reproduces the commutator. There is one velocity operator, written in two bases.

**Q:** But my band velocities come out right. I have compared them with the slopes of the bands.

**A:** They must. Let $|m\rangle$ and $|n\rangle$ be eigenvectors of $H_c(\mathbf k)$ with energies $E_m$ and $E_n$. Letting $H_c$ act to the left in one term and to the right in the other gives

$$\langle m|i[H_c,\boldsymbol\tau]|n\rangle=i(E_m-E_n)\langle m|\boldsymbol\tau|n\rangle .$$

This is zero for $m=n$, and also between states of one degenerate level. A check on band slopes cannot detect the missing term. It appears between bands of different energy, and those are the elements that absorption needs.

**Q:** Then what about k·p theory? The effective mass contains interband elements too. Is my mass wrong?

**A:** Not if you stay in one convention. Take one component of $\mathbf k$, denote its derivative by a prime, and consider a nondegenerate band. The slope is $E_n'=\langle n|H'|n\rangle$. Differentiating again gives

$$E_n''=\langle n|H''|n\rangle+2\,\mathrm{Re}\,\langle n|H'|n'\rangle .$$

Expand $|n'\rangle$ in eigenvectors. Its component along $|n\rangle$ is imaginary because the norm is fixed, and it multiplies the real number $E_n'$, so it drops out. Projecting the derivative of $H|n\rangle=E_n|n\rangle$ on $\langle m|$ with $m\ne n$ gives $\langle m|n'\rangle=\langle m|H'|n\rangle/(E_n-E_m)$. Hence

$$E_n''=\langle n|H''|n\rangle+2\sum_{m\neq n}\frac{|\langle m|H'|n\rangle|^2}{E_n-E_m}.$$

Nothing here required $H'$ to be the velocity. Both matrices have the same eigenvalues, so both give the same curvature, differently divided between the two terms.

Here are numbers for nearest-neighbour graphene with hopping energy $t=2.7$ eV and bond length $d=1.42$ Å. One bond points along $y$. The wavevector lies $0.1881$ Å$^{-1}$ from the Dirac point K along $x$, where the gap is 2.0 eV. For the upper band along $y$, in eV Å$^2$:

- atomic phases: $3.579+41.745=45.324$;
- cell phases: $-16.787+62.110=45.324$, the two terms being rounded;
- second derivative from cell phases with the true velocity: $-16.787+41.745=24.958$.

The finite-difference curvature of the band is 45.323. The error comes from mixing the conventions.

**Q:** So two different "velocities" give the same mass. How do I know that yours is the one with which electrons move?

**A:** Watch an electron move. With A and B orbitals, the nearest-neighbour Hamiltonian has zero diagonal and $H_{AB}=h=|h|e^{i\varphi}$. At the wavevector above, put amplitudes $1/\sqrt2$ on A and $-ie^{-i\varphi}/\sqrt2$ on B, using atomic phases. This is an equal-weight superposition of both bands. The expectation value of $\partial H/\partial k_y$ is

$$\mathrm{Re}\!\left[-ie^{-i\varphi}\partial_yh\right]
=\mathrm{Re}\!\left[-i\,(\partial_y|h|+i|h|\partial_y\varphi)\right]=|h|\,\partial_y\varphi,$$

where $\partial_y$ means $\partial/\partial k_y$.

The relation between the bases reads $h_{at}=e^{i\mathbf k\cdot\boldsymbol\delta}h_c$, with $\boldsymbol\delta=\boldsymbol\tau_B-\boldsymbol\tau_A$. Thus $\nabla\varphi_c=\nabla\varphi-\boldsymbol\delta$, where $\varphi$ without a label belongs to atomic phases. For the same physical state your derivative gives $|h|(\partial_y\varphi-\delta_y)$. With $|h|=1.0$ eV and $\delta_y=d$, the two answers differ by 1.42 eV Å: the full operator gives $-6.461$ and the bare cell derivative $-7.881$ eV Å.

Now give this state a Gaussian envelope $g(\mathbf r)=e^{-r^2/2w^2}$ with $w=15$ Å, on an open flake of 5908 atoms. Solving the Schrödinger equation and following the mean $y$ position gives an initial rate of $-6.4465$ eV Å.

**Q:** That is close to your value, but not equal to it.

**A:** The envelope accounts for the difference. Each hop links two sites a distance $d$ apart. With $\mathbf r$ now measured to the middle of the bond,

$$g(\mathbf r-\mathbf d/2)\,g(\mathbf r+\mathbf d/2)=e^{-(r^2+d^2/4)/w^2}=g(\mathbf r)^2e^{-d^2/4w^2}.$$

For a packet much wider than a bond, the sum of $g^2$ over bond centres follows the same norm as the sum over atoms. Every hop is then reduced by the same factor, here 0.99776, and $-6.4610\times0.99776=-6.4465$ eV Å. Your value is too large in magnitude by more than a fifth.

**Q:** What does this do to the absorption?

**A:** First we need the conductivity. Apply a field $F\cos\omega t$ along direction $\alpha$ to a large undoped sheet at zero temperature, with independent electrons. The electron charge is $-1$, so the perturbation is $Fr_\alpha\cos\omega t$. From $\mathbf v=i[H,\mathbf r]$, a transition of energy $\omega$ has $|\langle f|r_\alpha|i\rangle|=|\langle f|v_\alpha|i\rangle|/\omega$. The absorbing half of the cosine has amplitude $F|\langle f|v_\alpha|i\rangle|/2\omega$, so the golden-rule rate is

$$2\pi\,\frac{F^2|\langle f|v_\alpha|i\rangle|^2}{4\omega^2}\,\delta(E_f-E_i-\omega).$$

Each transition absorbs energy $\omega$, and the mean power per area is $\sigma_{\alpha\alpha}F^2/2$. Equating the two, and using Bloch states for the bulk, where $\mathbf v$ conserves $\mathbf k$,

$$\sigma_{\alpha\alpha}=\frac{\pi}{\omega}\sum_{\mathbf k}|\langle c|v_\alpha|v\rangle|^2\,\delta(E_c-E_v-\omega).$$

The sum is taken per area and includes spin; $c$ and $v$ label the conduction and valence states. In ordinary units $\sigma$ carries a factor $e^2/\hbar$.

**Q:** And the interband element for graphene?

**A:** The eigenvectors are $(1,\pm e^{-i\varphi})/\sqrt2$, with energies $\pm|h|$. Therefore

$$\langle c|\nabla H|v\rangle=\tfrac12\left(-e^{-i\varphi}\nabla h+e^{i\varphi}\nabla h^*\right)=-i|h|\nabla\varphi,$$

because the two terms in $\nabla|h|$ cancel and the two in $\nabla\varphi$ add. Your version replaces $\nabla\varphi$ by $\nabla\varphi-\boldsymbol\delta$. Its square contains

$$|h|^2\left[(\partial_\alpha\varphi)^2-2\delta_\alpha\partial_\alpha\varphi+\delta_\alpha^2\right].$$

**Q:** The middle term could have either sign. Might the error cancel?

**A:** Symmetry removes the middle term and leaves the last. With atomic phases, $h=-t\sum_je^{i\mathbf k\cdot\mathbf d_j}$, where $\mathbf d_j$ are the three bonds from A to B. Turning $\mathbf k$ by 120° only permutes the bonds, so $h$ is unchanged and $\nabla\varphi$ turns with $\mathbf k$. Its sum over all states with gap $\omega$ is a vector that equals itself after a 120° turn, so it is zero.

On those states $2|h|=\omega$, hence $|h|^2=\omega^2/4$. Let $J(\omega)=\sum_{\mathbf k}\delta(2|h|-\omega)$ be the joint density of states per area, with spin. The false part of the conductivity is

$$\Delta\sigma_{\alpha\alpha}=\frac{\pi}{\omega}\,\frac{\omega^2}{4}\,\delta_\alpha^2J(\omega)=\frac{\pi}{4}\,\omega\,\delta_\alpha^2J(\omega).$$

It is positive along $\boldsymbol\delta$ and zero across it.

The true response is isotropic. Its in-plane tensor is symmetric and unchanged by a 120° turn, so turning one principal axis gives another, nonparallel axis with the same value. Your calculation therefore predicts a linear dichroism that this model does not have.

**Q:** Does the error survive at low photon energy, where the Dirac cone is a good approximation?

**A:** It fades. The bonds are $(0,d)$ and $(\pm\sqrt3d/2,-d/2)$, and their phases at K are $0$ and $\pm2\pi/3$. Thus

$$\partial_xh=-it\frac{\sqrt3d}{2}\left(e^{2\pi i/3}-e^{-2\pi i/3}\right)=\frac{3td}{2},\qquad
\partial_yh=-it\left(d+\frac d2\right)=-i\,\frac{3td}{2}.$$

With $v_D=3td/2$ and $\mathbf q$ measured from K, $h\simeq v_D(q_x-iq_y)$ and $|h|=v_Dq$. Two spins and two valleys give

$$J=4\int\frac{q\,dq}{2\pi}\,\delta(2v_Dq-\omega)=\frac{4}{2\pi}\,\frac{\omega}{2v_D}\,\frac1{2v_D}=\frac{\omega}{2\pi v_D^2}.$$

The phase winds once around K, so $|\nabla\varphi|=1/q$, and the squared velocity element along one axis averages to $v_D^2/2$. The true conductivity is $(\pi/\omega)(v_D^2/2)J=1/4$, or $\sigma_0=e^2/4\hbar$. For a nearest-neighbour $\boldsymbol\delta$ along $\alpha$,

$$\frac{\Delta\sigma_{\alpha\alpha}}{\sigma_0}\simeq4\cdot\frac{\pi}{4}\,\omega d^2\,\frac{\omega}{2\pi v_D^2}=\frac{\omega^2d^2}{2v_D^2}=\frac{2\omega^2}{9t^2}.$$

At the Dirac point both bands have zero energy, so the commutator itself vanishes there. A calculation confined to the tip of the cone will not expose the error.

**Q:** And at visible wavelengths?

**A:** Take 2.0 eV, or 620 nm. The cone estimate is $2(2.0)^2/[9(2.7)^2]=0.122$. With the full band, $J=0.01010$ eV$^{-1}$ Å$^{-2}$, and

$$\frac{\Delta\sigma_{yy}}{\sigma_0}=\pi\omega d^2J=\pi(2.0)(1.42)^2(0.01010)=0.128.$$

The true value is $1.067\,\sigma_0$ for both polarizations. Yours is $1.067$ along $x$ and $1.195$ along $y$, an error of 12% of the true value. At 1.0 eV the excess is $0.031\,\sigma_0$; at 3.0 eV it is $0.309\,\sigma_0$, above the cone estimate of 0.274.

**Q:** Could I call that a small model error and live with it?

**A:** It has no fixed size. Assign to your cell a B atom at $-2d$ along $y$ instead of $+d$. The crystal is unchanged, but $\delta_y^2$ is four times larger. At 2.0 eV your $y$ conductivity becomes $1.067+4(0.128)=1.579\,\sigma_0$. Choosing another nearest B atom would turn the false axis by 120°. The commutator removes this dependence on bookkeeping.

**Q:** How do these figures compare with a real graphene channel?

**A:** The hopping and bond length are rough typical values. They give $v_D=5.75$ eV Å, or $8.7\times10^7$ cm/s, somewhat below graphene's rough value of $10^8$ cm/s. For a free-standing sheet in the weak-absorption limit, the model absorbs 2.45% at 2.0 eV; graphene's measured visible absorption is about 2.3%, close to the cone value $\pi\alpha=2.29\%$, where $\alpha$ is the fine-structure constant. The bare derivative gives 2.74% for $y$ polarization. Allowing for the sheet's own effect on the transmitted field lowers the true figure to 2.39%.

A third-neighbour hopping of 0.2 eV, of the same sign as $t$ and with $t$ held fixed, raises the true conductivity at 2.0 eV from 1.07 to $1.18\,\sigma_0$ and the false excess from 0.13 to $0.18\,\sigma_0$. The opposite sign lowers them to 1.03 and $0.10\,\sigma_0$. An orbital overlap of 0.1 changes the true value by less than 1%. With the Fermi level at 0.2 eV and 300 K, thermal and gate-induced blocking is negligible at this photon energy.

The model also treats the electrons as independent. The bare Coulomb coupling $e^2/4\pi\epsilon_0\hbar v_D$ is 2.5, which is not small, and its effect on the spectrum is not computed here. A substrate also changes the screening and the optical field. Strain can break the threefold symmetry and produce a real dichroism; the middle term then need not vanish, and the simple excess formula no longer applies. The numerical output lists the remaining values.

**Q:** Then I shall use atomic phases and always differentiate.

**A:** That is safe only while $\mathbf r$ is diagonal. Put an s and a p orbital on one atom, with $\langle s|x|p\rangle=\mu$ real. Their centres coincide, so both phase conventions give the same $H(k)$. Yet the position now has an on-site part $D$ with off-diagonal elements $\mu$, and the definition gives

$$v=\frac{\partial H}{\partial k}+i[H,D],\qquad i[H,D]_{sp}=i(H_{ss}-H_{pp})\mu .$$

For isolated atoms $H$ does not depend on $k$, and its derivative is zero. The atom still absorbs light through its dipole, and the commutator supplies that transition. If $\mathbf r$ also connects orbitals on different atoms, $D$ also contains the Bloch sum of those elements, in the same phase convention as $H$.

**Q:** Why could you leave such elements out for graphene?

**A:** There is one $p_z$ orbital per atom, centred on that atom, so no on-site dipole arises. For nearest neighbours, inversion about the bond midpoint $\mathbf m$ exchanges the two real orbitals, up to a common sign, and reverses $\mathbf r-\mathbf m$. Hence $\langle A|\mathbf r-\mathbf m|B\rangle=-\langle B|\mathbf r-\mathbf m|A\rangle$. For real orbitals the two elements are also equal, so both vanish, and orthogonality removes the constant $\mathbf m$. The midpoint of any A–B pair is an inversion centre of the lattice, so the same argument removes all A–B elements. Elements between two atoms of the same sublattice need not vanish, and neglecting them is an assumption of the model. For symmetrically orthogonalized Slater $p_z$ orbitals of carbon (exponent 1.625 per bohr), the second-neighbour element is about 0.01 Å. With the same $H$, these elements shift the true conductivity at 2.0 eV from 1.067 to $1.074\,\sigma_0$, which is less than 1%.

So before differentiating, ask two questions: which positions are in the phases, and which position elements connect different orbitals? The commutator must supply whatever the phases leave out.

## Table of computed values

```
hopping t: 2.70 eV; bond length d: 1.42 angstrom
Dirac velocity: 5.751 eV angstrom = 8.737e+07 cm/s
photon energy: 2.0 eV; wavelength: 620 nm
test k: K + 0.1881 1/angstrom along x (gap 2.000 eV)
flake: 5908 atoms; packet width: 15.0 angstrom
Packet velocity along y, eV angstrom:
  from time evolution: -6.4465
  from full operator at test k: -6.4610
  width factor (no unit): 0.99776
  full operator times width factor: -6.4465
  from bare cell derivative: -7.8810
Upper-band curvature along y at test k, eV angstrom^2:
  finite difference of the band: 45.323
  atomic phases: 3.579 + 41.745 = 45.324
  cell phases: -16.787 + 62.110 = 45.324
  conventions mixed: 24.958
s-p chain, largest on-site dipole term: 2.080 eV angstrom
Conductivity along the cell bond (y), units e^2/(4 hbar):
  1.0 eV: true 1.0156, bare 1.0464, bare far cell 1.1389
    excess 0.0308, low-energy law 0.0305, J 0.00487 1/(eV angstrom^2)
  2.0 eV: true 1.0666, bare 1.1946, bare far cell 1.5786
    excess 0.1280, low-energy law 0.1219, J 0.01010 1/(eV angstrom^2)
  3.0 eV: true 1.1708, bare 1.4795, bare far cell 2.4058
    excess 0.3088, low-energy law 0.2743, J 0.01625 1/(eV angstrom^2)
Bare result along x at 2 eV: 1.0666 e^2/(4 hbar)
Absorption of a free-standing sheet at 2 eV, weak-absorption limit, %:
  true, both polarizations: 2.445
  bare, y polarization: 2.739
  bare, far B atom, y polarization: 3.619
Effects left out, at 2 eV (conductivities in e^2/(4 hbar)):
  inputs: third hopping 0.2 eV, overlap 0.1 (no unit)
  third-neighbour hopping: true 1.1795, false excess 0.1814
  orbital overlap: true 1.0635, false excess 0.1273
  hopping raised 10 %: true 1.0542, false excess 0.1048
  Gaussian broadening 0.1 eV: true 1.0673, false excess 0.1291
  blocked fraction at 300 K, Fermi level 0.2 eV: 3.6e-14
  absorption with thin-film correction: 2.387 %
  bare Coulomb coupling e^2/(4 pi eps0 hbar v): 2.50 (no unit)
```
